# One-loop slope of the electron's Dirac form factor with a photon mass, part 2

An electron of mass $m$ scatters from momentum $p$ to $p'$ in a static external field, with $q=p'-p$. We seek its charge form factor $F_1(q^2)$ and the slope $F_1'(0)$ to first order in $\alpha$, with a photon mass $\lambda$ in the loop and vacuum polarization excluded. Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $e^2=4\pi\alpha$, $\not a=\gamma^\mu a_\mu$, $\epsilon=\lambda/m$ and $L=\ln(m/\lambda)$. The spinors are $u$ and $\bar u'$, and $F_2$ multiplies $i\sigma^{\mu\nu}q_\nu/2m$ in the current. The regulator mass is $\Lambda$: for a quantity $f_\mu$ depending on a photon mass $\mu$, $[f]=f_\lambda-f_\Lambda$.

With $S(k)=(\not k-m+i0)^{-1}$ and photon momentum $l$, the vertex correction is

$$\delta\Gamma^\mu(p',p)=-ie^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\nu S(p'-l)\gamma^\mu S(p-l)\gamma_\nu\Big[\frac{1}{l^2-\mu^2}\Big],\tag{2}$$

Its $\gamma^\mu$ coefficient is $\delta F_1$. The external-leg correction is $\delta Z_2=-\delta F_1(0)$ by the Ward identity, so

$$F_1(q^2)=1+\delta F_1(q^2)-\delta F_1(0).\tag{5}$$

**Theorem.** For $0<\lambda$ and $q^2<4m^2$:

(a) $F_1(0)=1$ for all $\lambda$ and $\Lambda$ (already proved).

(b) The limit $\Lambda\to\infty$ of $F_1(q^2)$ exists, and its Taylor series in $q^2$ converges for $|q^2|<4m^2$, whatever the ratio $q^2/\lambda^2$.

(c) For $\epsilon\ll1$,

$$F_1=1+\frac{\alpha}{3\pi}\frac{q^2}{m^2}\Big[L-\frac38+\frac{9\pi}{16}\epsilon+O(\epsilon^2L)\Big]+\frac{\alpha}{\pi}\frac{q^4}{m^4}\Big[\frac{L}{20}-\frac{11}{240}+O(\epsilon)\Big]+O\Big(\alpha L\frac{q^6}{m^6}\Big).\tag{4}$$

Lemma 4, with $x,y,z\ge0$, $x+y+z=1$, $\Delta_\mu=-xy\,q^2+(1-z)^2m^2+z\mu^2$ and $n=1-4z+z^2$, gives

$$\delta F_1=\frac{\alpha}{2\pi}\int dx\,dy\left[-\ln\Delta_\mu+\frac{(1-x)(1-y)q^2+n\,m^2}{\Delta_\mu}\right],\qquad F_2=\frac{\alpha}{2\pi}\int dx\,dy\left[\frac{2m^2z(1-z)}{\Delta_\mu}\right],\tag{6}$$

Its proof uses, with $r$ a Euclidean loop-momentum length and $s=r^2$ cut at $s_1$,

$$\frac12\int_0^{s_1}\!\frac{s^2ds}{(s+\Delta)^3}=\frac12\Big(\ln\frac{s_1}{\Delta}-2+\frac12\Big)+O\Big(\frac{\Delta}{s_1}\Big).\tag{7}$$

Lemma 5, with self-energy $\Sigma$ and $\Delta^\Sigma_\mu=(1-z)m^2+z\mu^2-z(1-z)p^2$, gives

$$\Sigma=\frac{\alpha}{2\pi}\int_0^1dz\,(2m-z\not p)\,[-\ln\Delta^\Sigma_\mu],\qquad \delta Z_2=\frac{\alpha}{2\pi}\int_0^1dz\left[z\ln\Delta_\mu+\frac{2z(1-z)(2-z)m^2}{\Delta_\mu}\right]_{q^2=0},\tag{8}$$

Below, $w=1-z$, $x=w\tau$, $y=w(1-\tau)$ with $0\le\tau\le1$, so $dx\,dy=w\,dw\,d\tau$ and $n=w^2+2w-2$. At $q^2=0$, $\Delta_\mu=m^2D$, where $D=w^2+\epsilon^2(1-w)$ for $\mu=\lambda$; for $\mu=\Lambda$, $\Lambda/m$ replaces $\epsilon$. We now compute the slope.

**Lemma 6.** For finite $\Lambda$, $m^2F_1'(0)=(\alpha/2\pi)\{I(\lambda/m)-I(\Lambda/m)\}$ with

$$I(\epsilon)=\int_0^1dw\left(\frac{w\,(1-w+w^2/3)}{D}+\frac{w^3(w^2+2w-2)}{6D^2}\right).\tag{9}$$

For $\eta=\Lambda/m\to\infty$, $\eta^2I(\eta)=\tfrac23\ln\eta+\tfrac1{18}+o(1)$.

*Proof.* By (5) the slope is that of $\delta F_1$. Use $\partial\Delta/\partial q^2=-xy$. The logarithm contributes $+xy/\Delta$, the explicit $q^2$ contributes $(z+xy)/\Delta$, and $nm^2/\Delta$ contributes $+nm^2xy/\Delta^2$. The average $\int_0^1\tau(1-\tau)d\tau=\tfrac16$ turns $z+2xy$ into $1-w+w^2/3$ and $xy$ into $w^2/6$. The measure supplies the factor $w$, which gives (9).

For large $\eta$ write $D=1+(\eta^2-2)z+z^2$ and treat three pieces. First, $\eta^2zw/D\to w$ with $\eta^2z/D\le1$, so this piece tends to $\tfrac12$. Second, split $w^3=1+((1-z)^3-1)$. The part $\eta^2((1-z)^3-1)/D\to-3+3z-z^2$ integrates to $-\tfrac{11}{6}$. In the other part, $1/D-1/(1+\eta^2z)=(2z-z^2)/(D(1+\eta^2z))\le2/(\eta^2D)$, so $\eta^2\int dz/D=\ln(1+\eta^2)+o(1)$. With the factor $\tfrac13$ this piece is $\tfrac23\ln\eta-\tfrac{11}{18}$. Third, $z=t/\eta^2$ turns $\eta^2\int w^3n\,dz/6D^2$ into $\tfrac16\int_0^\infty dt/(1+t)^2=\tfrac16$, using $w=n=1$ at $z=0$. The constants sum to $\tfrac{9}{18}-\tfrac{11}{18}+\tfrac{3}{18}=\tfrac1{18}$. $\square$

**Lemma 7.** Let $J_k=\int_0^1w^kdw/D$ and $K_k=\int_0^1w^kdw/D^2$. Up to $O(\epsilon^2L)$,

$$J_1=L+\tfrac{\pi}{4}\epsilon,\quad J_2=1-\tfrac{\pi}{2}\epsilon,\quad J_3=\tfrac12,\quad K_3=L-\tfrac12+\tfrac{3\pi}{8}\epsilon,\quad K_4=1-\tfrac{3\pi}{4}\epsilon,\quad K_5=\tfrac12 .$$

*Proof.* Let $H=w^2+\epsilon^2$, so $D=H(1-\delta)$ with $\delta=\epsilon^2w/H\le\epsilon/2$, because $H\ge2\epsilon w$. Then uniformly $1/D=(1+\delta+O(\epsilon^2))/H$ and $1/D^2=(1+2\delta+O(\epsilon^2))/H^2$. The $O(\epsilon^2)$ remainders multiply integrals that are at most $O(L)$.

Three integrals follow from $t=\tan\theta$: $\int_0^\infty dt/(1+t^2)^2=\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$, $\int_0^\infty t^2dt/(1+t^2)^2=\int\sin^2\theta\,d\theta=\pi/4$, and $\int_0^\infty t^4dt/(1+t^2)^3=\int\sin^4\theta\,d\theta=3\pi/16$. Cutting them at $t=1/\epsilon$ changes them by $O(\epsilon)$ at most.

The terms without $\delta$ come from $w^2=H-\epsilon^2$ and $w^4=H^2-2\epsilon^2H+\epsilon^4$:

$$\int\frac{w}{H}=\tfrac12\ln(1+\epsilon^{-2})=L+O(\epsilon^2),\qquad\int\frac{w^2}{H}=1-\epsilon\arctan\frac1\epsilon=1-\frac{\pi\epsilon}{2}+O(\epsilon^2),$$

$$\int\frac{w^3}{H}=\frac12-\epsilon^2\!\int\frac wH,\qquad\int\frac{w^3}{H^2}=\int\frac wH-\frac{\epsilon^2}{2}\Big(\frac1{\epsilon^2}-\frac1{1+\epsilon^2}\Big)=L-\frac12+O(\epsilon^2),$$

$$\int\frac{w^4}{H^2}=1-2\epsilon\arctan\frac1\epsilon+\epsilon\,\frac\pi4+O(\epsilon^4)=1-\frac{3\pi\epsilon}{4}+O(\epsilon^2),\qquad\int\frac{w^5}{H^2}=\frac12+O(\epsilon^2L).$$

The $\delta$ terms are $\epsilon^2\int w^{k+1}/H^2$ for $J_k$ and $2\epsilon^2\int w^{k+1}/H^3$ for $K_k$. With $w=\epsilon t$, the one for $J_1$ is $\epsilon\cdot\pi/4$ and the one for $K_3$ is $2\epsilon\cdot3\pi/16$. In the other four the integrand is at most $w/H$ in size, so they are $O(\epsilon^2L)$. $\square$

## Proof of the theorem

Part (a) was shown above.

*Part (b).* Let $\Delta^0$ be $\Delta$ at $q^2=0$. Since $1/\Delta-1/\Delta^0=xyq^2/(\Delta\Delta^0)$, each mass contributes to (5)

$$\Phi_\mu(q^2)=\int w\,dw\,d\tau\left(-\ln\Big(1-\frac{xyq^2}{\Delta^0_\mu}\Big)+\frac{(z+xy)q^2}{\Delta_\mu}+\frac{nm^2xy\,q^2}{\Delta_\mu\Delta^0_\mu}\right),\tag{10}$$

and $F_1=1+(\alpha/2\pi)(\Phi_\lambda-\Phi_\Lambda)$. For $\mu=\Lambda\ge m$ one has $\Delta^0\ge(z+w^2)m^2\ge\tfrac34m^2$, and the logarithm is bounded by $|xyq^2|/\min(\Delta,\Delta^0)$. Every term is then at most a constant times $1/(z\Lambda^2+cw^2m^2)$ with $c=\min(1,1-q^2/4m^2)>0$. Near $z=0$ this behaves as $1/(z\Lambda^2+cm^2)$, and its integral is $O(\Lambda^{-2}\ln\Lambda)$. So $\Phi_\Lambda\to0$, and the logarithmic divergence resided entirely in $\delta F_1(0)$. For $\mu=\lambda$ the expansion variable obeys

$$\frac{|xyq^2|}{\Delta^0_\lambda}\le\frac{w^2|q^2|/4}{w^2m^2}=\frac{|q^2|}{4m^2}$$

uniformly in $w$, $\tau$ and $\lambda$. The logarithmic and geometric series therefore converge for $|q^2|<4m^2$ and may be integrated term by term. Each coefficient is bounded by a constant times $\int w\,dw/D=O(L)$, which gives the remainder in (4).

*Part (c), order $q^2$.* Expanding (9), $I=J_1-J_2+\tfrac13J_3+\tfrac16(K_5+2K_4-2K_3)$. The logarithms give $(1-\tfrac13)L=\tfrac23L$. The constants give $-1+\tfrac16+\tfrac1{12}+\tfrac13+\tfrac16=-\tfrac14$. The linear terms give $\pi\epsilon(\tfrac14+\tfrac12-\tfrac14-\tfrac18)=\tfrac38\pi\epsilon$. Hence

$$I(\epsilon)=\tfrac23\Big(L-\tfrac38\Big)+\tfrac{3\pi}{8}\epsilon+O(\epsilon^2L)=\tfrac23\Big(L-\tfrac38+\tfrac{9\pi}{16}\epsilon\Big)+O(\epsilon^2L),$$

and $(\alpha/2\pi)\cdot\tfrac23=\alpha/3\pi$.

*Order $q^4$.* The three terms of (10) give $(xy)^2/2D^2$, $(z+xy)xy/D^2$ and $n(xy)^2/D^3$ as coefficients of $q^4/m^4$. With $\int_0^1\tau^2(1-\tau)^2d\tau=\tfrac13-\tfrac12+\tfrac15=\tfrac1{30}$ and $M_k=\int_0^1w^kdw/D^3$, the coefficient is

$$\frac{K_5}{60}+\frac{K_3-K_4}{6}+\frac{K_5}{30}+\frac{M_7+2M_6-2M_5}{30}.$$

Replacing $D$ by $H$ costs $O(\epsilon)$: the $\delta$ term of $M_5$ is $3\epsilon^2\int w^6/H^4=O(\epsilon)$ by $w=\epsilon t$, and those of $M_6$, $M_7$ are smaller. Equation (7) with $s_1=1$, $\Delta=\epsilon^2$ gives $M_5=L-\tfrac34$. Also $M_6=1+O(\epsilon)$ and $M_7=\tfrac12+O(\epsilon)$, since $1-w^6/H^3\le3\epsilon^2/H$ and $\int\epsilon^2dw/H=O(\epsilon)$. The logarithms give $\tfrac16-\tfrac1{15}=\tfrac1{10}$. The constants give $\tfrac1{120}-\tfrac{30}{120}+\tfrac{2}{120}+\tfrac{16}{120}=-\tfrac{11}{120}$, where $-\tfrac{30}{120}=\tfrac16(-\tfrac12-1)$ and $\tfrac{16}{120}=\tfrac1{30}(\tfrac12+2+\tfrac32)$. Multiplying $L/10-11/120$ by $\alpha/2\pi$ gives the $q^4$ term of (4). $\square$

## Remarks

*1. Origin of the logarithm.* It arises from $\epsilon\ll w\ll1$, that is $z\to1$, where the loop momentum scale $\sqrt{\Delta}\approx wm$ lies between $\lambda$ and $m$. Its coefficient has a classical reading. For $q^2=-\mathbf q^2$ and a slow electron, $|F_1|^2-1=-(2\alpha/3\pi)|\Delta\mathbf v|^2L$ at leading logarithm, with $\Delta\mathbf v=\mathbf q/m$. Larmor's formula gives the radiated energy $\tfrac23\alpha\int\dot{\mathbf v}^2dt=(2\alpha/3\pi)\int_0^\infty|\tilde{\mathbf a}(\omega)|^2d\omega$ by Parseval's theorem, where $\tilde{\mathbf a}$ is the Fourier transform of the acceleration and tends to $\Delta\mathbf v$ for a sudden kick. Dividing by $\omega$ per photon, the emission probability is $(2\alpha/3\pi)|\Delta\mathbf v|^2d\omega/\omega$, which for a photon of mass $\lambda$ holds at $\omega\gg\lambda$. Between $\lambda$ and a resolution $\omega_1\gg\lambda$ it is therefore $(2\alpha/3\pi)|\Delta\mathbf v|^2\ln(\omega_1/\lambda)$ at leading logarithm, and the photon mass changes only the constant beside the logarithm. The elastic loss and the radiative gain depend on $\ln\lambda$ with equal and opposite coefficients, so $\ln\lambda$ cancels in the sum at this order, and $-(2\alpha/3\pi)|\Delta\mathbf v|^2\ln(m/\omega_1)$ remains at leading logarithm. $F_1$ alone is not observable.

*2. The constant.* Rescaling $\lambda$ shifts the constant, so $-3/8$ has meaning only together with the photon-mass prescription. The soft part of a matching calculation must be computed with the same $\lambda$, or be converted to it.

*3. The leg factor.* For $\lambda\ll m\ll\Lambda$, the logarithm in (8) tends to $-z\ln(z\Lambda^2/(1-z)^2m^2)$. With $\int_0^1z\ln z\,dz=-\tfrac14$ and $\int_0^1z\ln(1-z)\,dz=-\tfrac34$ it integrates to $-\ln(\Lambda/m)-\tfrac54$. The second term has $z(1-z)(2-z)=w-w^3$ and gives $2(J_1-J_3)=2L-1$, while its $\Lambda$ partner is $O(m^2/\Lambda^2)$. Thus $\delta Z_2=-(\alpha/2\pi)\{\ln(\Lambda/m)+\tfrac94-2L\}$ in this gauge. The first correction in $\epsilon$ is $+\tfrac{3\pi}{2}\epsilon$ in units of $\alpha/2\pi$: $2J_1$ supplies $\pi\epsilon/2$, and $\int_0^\infty\ln(1+\epsilon^2/w^2)\,dw=\pi\epsilon$ supplies the rest. Although $\delta Z_2$ has an infrared logarithm, it does not depend on $q^2$ and cannot affect the slope.

*4. Normalization.* Equation (6) gives $F_2(0)=(\alpha/2\pi)\,2(J_2-J_3)=(\alpha/2\pi)(1-\pi\epsilon+\dots)$, which tends to Schwinger's $\alpha/2\pi$. It has no infrared logarithm.

*5. Where (4) fails.* For $\lambda$ of order $m$ one must use (9), and for $\lambda\gg m$ Lemma 6 shows that the slope decays as $\lambda^{-2}\ln(\lambda/m)$. The leading formula changes sign at $L=3/8$, but this lies outside its range $\epsilon\ll1$. The slope for $\Lambda\to\infty$ is positive for every $\lambda$, so that $F_1<1$ for small spacelike $q$: since $D\ge w^2$ and $1-w+w^2/3>0$, the integrand of (9) times $D^2$ is at least $w^3(1-w+w^2/3)+w^3(w^2+2w-2)/6=w^3(\tfrac23-\tfrac23w+\tfrac12w^2)>0$. The proof of convergence does not extend to $|q^2|\ge4m^2$. Spacelike values there need (10) unexpanded, and above the pair threshold $q^2=4m^2$ the function $\Delta$ changes sign and $F_1$ becomes complex. In the range $|q^2|\ll m^2$, where the correction is of size $\alpha L|q^2|/m^2$, first order in $\alpha$ suffices only while this quantity is small.

*6. Independent check of Lemmas 4 to 6.* For $0<q^2<4m^2$ one may take $p=m(\cos\tfrac\theta2,0,0,-i\sin\tfrac\theta2)$ and $p'=m(\cos\tfrac\theta2,0,0,i\sin\tfrac\theta2)$, which have $p^2=p'^2=m^2$ and $q^2=4m^2\sin^2\tfrac\theta2$. With $l=(il_4,\mathbf l)$ the products $p\cdot l$ and $p'\cdot l$ are imaginary, so the electron denominators $-(r^2+2p\cdot l)$ vanish only at $l=0$, and (2) can be integrated numerically with explicit Dirac matrices and no Feynman parameters. At $\lambda=0.2\,m$, $\Lambda=5\,m$, in units of $\alpha/2\pi$, this road and (6) both give $\delta F_1=2.4183456$ and $F_2=0.8697569$ at $q^2=2m^2$. The slope extracted from direct values at three small $q^2$ plus $\delta Z_2$ is $0.95040/m^2$, against $I(\lambda/m)-I(\Lambda/m)=0.99589-0.04550=0.95039$. At this point $\delta F_1(0)=-0.1323198$ and $\delta Z_2=+0.1323198$. The asymptotic form of Remark 3 would give the negative value $-(\tfrac94-\ln5)$ here. The point is not asymptotic, and the linear term $3\pi\epsilon/2$ alone is larger than $\tfrac94-\ln5$ and of opposite sign. For the small-$\epsilon$ expansion, $\{I-\tfrac23(L-\tfrac38)\}/\epsilon=1.1772$ at $\epsilon=10^{-4}$, against $3\pi/8=1.1781$, and the difference $0.0009$ is of the size $\epsilon L$ allowed by Lemma 7. At $\epsilon=10^{-5}$, with $|q^2|\gg\lambda^2$, the $q^4$ coefficient from (10) is $1.0596$, equal to $L/10-11/120$ at that precision. The numerical check contains these tests.

## Matching onto a potential

For a slow electron in the field of a static charge $Ze$, $\bar u'\gamma^0u$ reduces at leading order to the nonrelativistic normalization and $q^2=-\mathbf q^2$. The $F_1$ part of the Born amplitude corresponds to $V(\mathbf q)=-4\pi Z\alpha F_1(-\mathbf q^2)/\mathbf q^2$. The external field is massless, since $\lambda$ enters only the loop. With $F_1-1=-F_1'(0)\mathbf q^2$ the correction is the constant $+4\pi Z\alpha F_1'(0)$, whose Fourier transform is

$$\delta V(\mathbf r)=4\pi Z\alpha F_1'(0)\,\delta^3(\mathbf r).$$

It is repulsive for a positive slope, as for a smeared charge whose density has one sign everywhere, which feels less of the Coulomb singularity. A spherical charge distribution has the form factor $\langle e^{i\mathbf q\cdot\mathbf r}\rangle=1-\mathbf q^2\langle r^2\rangle/6+\dots$, so the effective radius is $\sqrt{6F_1'(0)}$. For the Schrödinger 1S state with infinite nuclear mass, $|\psi|^2=e^{-2r/a}/\pi a^3$ and $a=1/Z\alpha m$, so first-order perturbation theory gives

$$\delta E=4\pi Z\alpha F_1'(0)\frac{(Z\alpha m)^3}{\pi}=4(Z\alpha)^4m\cdot m^2F_1'(0).\tag{11}$$

The use of a free, on-shell form factor requires that the virtual photon energy, at least $\lambda$, exceed the binding scale, $\lambda\gg(Z\alpha)^2m$. Treating the complementary soft part in the dipole approximation requires $\lambda\ll Z\alpha m$, because the photon momenta that matter there reach up to order $\lambda$ and must be small compared with the inverse Bohr radius.

To measure the error of expanding in $\mathbf q^2$, keep $F_1$ whole. The density form factor follows from $(4\pi/q)\int_0^\infty r\sin(qr)e^{-\kappa r}dr=8\pi\kappa/(\kappa^2+q^2)^2$ with $\kappa=2/a$ and $q=|\mathbf q|$, and is $\rho(q)=16/(4+q^2a^2)^2$. With $d^3q/(2\pi)^3=q^2dq/2\pi^2$,

$$\delta E_{\rm full}=-\frac{2Z\alpha}{\pi}\int_0^\infty dq\,\{F_1(-q^2)-1\}\rho(q).$$

Write $F_1-1=-F_1'(0)q^2G(q)$, with $G(0)=1$. Since $\int_0^\infty q^2\rho\,dq=16\cdot\tfrac12\cdot\tfrac\pi4\,a^{-3}=2\pi/a^3$ by the second integral in Lemma 7, $G=1$ reproduces (11). The deviation relative to (11) is $(a^3/2\pi)\int q^2\rho\,(1-G)\,dq$. By (4), $1-G=O(q^2/m^2)$, so the region $q\sim1/a$ contributes $O((Z\alpha)^2)$. For $q\gg1/a$, $\rho\to16/q^4a^4$, and the deviation becomes $(8/\pi)Z\alpha\,m\int dq\,(1-G)/q^2$, an integral that converges at small $q$ and, for bounded $G$, at large $q$, with its scale set by $m$. In this model, at fixed $\lambda$, the deviation is therefore linear in $Z\alpha$ to leading order.

## Worked example

Take the electron, $\alpha=0.007297353$, $m=510999.0$ eV, $\hbar/mc=386.159$ fm, and the round value $\epsilon=10^{-3}$, so $\lambda=511.0$ eV. For $Z=1$ this lies between $\alpha^2m=27.21$ eV and $\alpha m=3728.9$ eV, about an order of magnitude from each. The lower inequality holds only loosely. An intermediate state with excitation energy $\Delta E$ replaces the free denominator $1/\omega$ by $1/(\omega+\Delta E)$, and the excitations of 1S enter with the weight $|\langle n|\mathbf p|1S\rangle|^2\Delta E$, whose logarithmic mean is about $270$ eV (Bethe's $\ln k_0=2.98$ with $k_0$ in rydbergs) and whose tail falls only as $\Delta E^{-3/2}$. In the dipole approximation, summed over $\Delta E<m$, this lowers $L$ by about $0.8$ at $\lambda=511$ eV, some $12\%$ of $L-3/8$, and still by about $0.3$ at $\lambda=\alpha m$. For hydrogen no $\lambda$ in this range makes the neglect of binding good to one percent. The numbers below are those of the free form factor, and a matching calculation must assign this difference to the soft part.

*Slope.* $L=6.907755$ and $L-3/8=6.532755$. With $\alpha/3\pi=7.742732\times10^{-4}$,

$$m^2F_1'(0)=7.742732\times10^{-4}\times6.532755=5.058137\times10^{-3}.$$

Adding $9\pi\epsilon/16=0.001767$ to the bracket gives $5.059505\times10^{-3}$. The integral (9) gives $I=4.356342$, and $\tfrac32\times7.742732\times10^{-4}\times4.356342=5.059498\times10^{-3}$. The leading formula is low by $1.36\times10^{-6}$, which is about $3\times10^{-4}$ of the full slope. With the linear term the residue is $7\times10^{-9}$, of the order of $(\alpha/3\pi)\epsilon^2L$. These digits compare one-loop expressions with each other, and two-loop terms are not included. The effective radius is $\sqrt{6\times5.058137\times10^{-3}}=0.17421$ in units of $\hbar/mc$, or $0.17421\times386.159=67.27$ fm, and it grows as $\sqrt{L-3/8}$ when $\lambda$ is lowered.

*Form factor.* At $q^2=-0.01\,m^2$, that is $|\mathbf q|=51099.9$ eV, the leading formula gives $F_1-1=-5.05814\times10^{-5}$. The $q^4$ term is $3\times7.742732\times10^{-4}\times10^{-4}\times(6.907755/20-11/240)=6.958\times10^{-8}$. The full slope plus this term gives $-5.059498\times10^{-5}+0.006958\times10^{-5}=-5.05254\times10^{-5}$, and (10) unexpanded gives $-5.05255\times10^{-5}$. The leading formula differs from the unexpanded value by about $0.1\%$ of the latter, although $|\mathbf q|$ is a hundred times $\lambda$, as part (b) of the theorem permits.

*Hydrogen 1S.* With $4\alpha^4m=5.796173\times10^{-3}$ eV, (11) gives $5.796173\times10^{-3}\times5.058137\times10^{-3}=2.93178\times10^{-5}$ eV, or $7.09\times10^3$ MHz, from the leading slope, and $2.93257\times10^{-5}$ eV from the full slope. The unexpanded form factor gives $2.9029\times10^{-5}$ eV, lower than the full-slope contact value by $0.01011$ of it. Halving $Z\alpha$ at fixed $\lambda$ changes the deviation to $0.00508$, close to one half, as the linear law requires.

This energy is the $\lambda$-dependent hard $F_1$ part at $\lambda=511.0$ eV and is not the Lamb shift. The level shift of order $\alpha(Z\alpha)^4m$ also needs the soft-photon part, which must remove $\ln\lambda$ from an observable energy, the $F_2$ term and vacuum polarization, none of which is computed here. The one-percent deviation measures only the error of the contact approximation within the folding above. It depends on $\lambda$ and estimates neither the size nor the sign of the terms of relative order $Z\alpha$ in the level shift, because the folding keeps the electron on shell and the wave function nonrelativistic at $q\sim m$, where neither approximation holds.

## Computed values

```
check point: lambda = 0.2 m, Lambda = 5.0 m (loop values in alpha/2pi)
q2 = 2 m^2: dF1 direct = 2.4183456, formula = 2.4183456
q2 = 2 m^2: F2 direct = 0.8697569, formula = 0.8697569
slope direct = 0.95040, I(lambda)-I(Lambda) = 0.95039 (1/m^2)
I(lambda) = 0.99589, I(Lambda) = 0.04550 (1/m^2)
dF1(0) = -0.1323198, dZ2 = 0.1323198
eps = 0.0001: [I - (2/3)(L-3/8)]/eps = 1.1772, 3pi/8 = 1.1781
eps = 1e-05: q^4 coefficient = 1.0596, L/10-11/120 = 1.0596 (1/m^4)
alpha = 0.007297353, alpha/(3pi) = 7.742732e-04
m = 510999.0 eV, hbar/mc = 386.159 fm
eps = 0.001, lambda = 511.0 eV
alpha^2 m = 27.21 eV, alpha m = 3728.9 eV
L = 6.907755, L - 3/8 = 6.532755, 9 pi eps/16 = 0.001767
F1'(0) leading = 5.058137e-03, with linear term = 5.059505e-03 (1/m^2)
F1'(0) full integral = 5.059498e-03 (1/m^2), I = 4.356342
sqrt(6 F1') leading = 0.17421 hbar/mc = 67.27 fm
q2 = -0.01 m^2, |q| = 51099.9 eV
F1-1: leading = -5.05814e-05, q^4 term = 6.958e-08, unexpanded = -5.05255e-05
4 alpha^4 m = 5.796173e-03 eV
H 1S contact, leading slope = 2.93178e-05 eV = 7089.0 MHz
H 1S contact, full slope = 2.93257e-05 eV
H 1S unexpanded F1 = 2.9029e-05 eV
relative deviation: Z alpha = alpha: 0.01011, alpha/2: 0.00508
```
